White noise that compensates linear-friction errors in second-generation Car-Parrinello dynamics

**The form fixed by dimensions and symmetry**

In second-generation Car-Parrinello dynamics the electronic orbitals are carried forward by a predictor and a short correction instead of being fully minimized at each step. The ions then feel a force that differs slightly from the Born-Oppenheimer force. Suppose that this error acts as a drag −γ_D M v on an ion of mass M and velocity v. White noise is to be added so that the ions sample the canonical distribution at temperature T.

The strength S of a white random force Ξ is defined, for one Cartesian component, by

⟨Ξ(t)Ξ(t′)⟩ = S δ(t − t′).

Since δ(t) has the dimension of inverse time, S has the dimension force² × time, or mass² length² time⁻³. We seek a rule that does not refer to the potential, so it must also serve a free classical ion, for which M, the total friction rate γ and kT are the available quantities. Write S = C M^a γ^b (kT)^c. Length² requires c = 1, mass² then requires a = 1, and time⁻³ requires b = 1:

S = C γ M kT.

Reversing one momentum component leaves the kinetic energy and the form of the drag unchanged, but reverses the sign of any noise correlation between that component and another. A rule with this symmetry has no such cross-correlations. The pure number C remains to be found.

**Assumptions and equation of motion**

Let i label every Cartesian component of every ion. With potential U(R), the true force is F_i = −∂U/∂R_i and H = Σ P_i²/(2M_i) + U. A thermostat may add its own drag at rate γ_L. The total rate is γ_i = γ_D,i + γ_L, and

dR_i = (P_i/M_i) dt
dP_i = (F_i − γ_i P_i) dt + dW_i, ⟨dW_i⟩ = 0, ⟨dW_i dW_j⟩ = S_ij dt.

The noise increments are Gaussian and independent of the past. The rates and the symmetric matrix S_ij may depend on R but not on P. The potential is smooth and confining, so boundary terms vanish. We require γ_i > 0; γ_D,i itself may be negative, meaning that the force error heats the ions, provided the thermostat drag outweighs it.

**First derivation: the phase-space density**

Take a smooth function f(R,P) and expand its change during dt. The terms linear in dW average to zero. The product dP_i dP_j averages to S_ij dt plus terms of order dt², so the second-order term in P survives:

d⟨f⟩/dt = ⟨Σ_i [(P_i/M_i) ∂f/∂R_i + (F_i − γ_i P_i) ∂f/∂P_i] + ½ Σ_ij S_ij ∂²f/∂P_i∂P_j⟩.

Write the averages as integrals over the density ρ(R,P,t) and move the derivatives from f to ρ. One integration by parts changes the sign, two restore it. As f is arbitrary,

∂ρ/∂t = Σ_i [−(P_i/M_i) ∂ρ/∂R_i − F_i ∂ρ/∂P_i + ∂(γ_i P_i ρ)/∂P_i] + ½ Σ_ij S_ij ∂²ρ/∂P_i∂P_j.

Now insert ρ_eq = exp(−βH)/Z with β = 1/kT. Its derivatives are

∂ρ_eq/∂R_i = βF_i ρ_eq, ∂ρ_eq/∂P_i = −(βP_i/M_i) ρ_eq.

The first two terms give −βP_iF_i/M_i + βP_iF_i/M_i = 0. The drag and noise terms, divided by ρ_eq, must therefore cancel by themselves:

Σ_i γ_i (1 − βP_i²/M_i) + ½ Σ_ij S_ij [β²P_iP_j/(M_iM_j) − βδ_ij/M_i] = 0.

This must hold for every P. The coefficient of P_iP_j with i ≠ j gives S_ij = 0. The coefficient of P_i² gives

−γ_i β/M_i + ½ S_ii β²/M_i² = 0, hence S_ii = 2γ_i M_i/β.

The constant terms then cancel too, since ½S_iiβ/M_i = γ_i. The result is

⟨Ξ_i(t)Ξ_j(t′)⟩ = 2(γ_D,i + γ_L) M_i kT δ_ij δ(t − t′),

so C = 2. If the rate is the same for all three components of an ion, the dot product of its random force at two times carries the sum of three equal terms, 6γMkT.

To see whether another stationary density could exist, put h = ρ/ρ_eq. With the strength just found,

γ_iP_iρ + ½S_ii ∂ρ/∂P_i = ½S_ii ρ_eq ∂h/∂P_i,

because the derivative of ρ_eq contributes −γ_iP_iρ. Define the relative entropy 𝒟 = ∫ρ ln h. The Hamiltonian part of the motion does not change it, since that motion carries h along unchanged and preserves ρ_eq. Integrating the remaining part by parts gives

d𝒟/dt = −½ Σ_i ∫ S_ii ρ (∂ ln h/∂P_i)².

In a stationary state the left side is zero, so h cannot depend on P. The equation of motion for h then reduces to Σ(P_i/M_i) ∂h/∂R_i = 0 for every P, which makes h constant over a connected configuration space. The canonical density is thus the one stationary density. This says nothing about the time needed to cross high barriers.

**Second derivation: trajectories and short maps**

The same result follows without a differential equation for ρ. Split a short time t into Hamiltonian motion and a drag-noise step at fixed R. Hamiltonian motion conserves H and phase-space volume, so it preserves ρ_eq. To first order in t the changes from the two parts add. If the complete dynamics preserves ρ_eq, the drag-noise step must therefore preserve it to first order as well.

At fixed R that step is linear and can be solved:

P_i(t) = e^(−γ_i t) P_i(0) + ∫₀ᵗ e^(−γ_i(t−s)) dW_i(s).

The noise is independent of P(0), so the covariance C_ij = ⟨P_iP_j⟩ becomes

C_ij(t) = e^(−(γ_i+γ_j)t) C_ij(0) + S_ij [1 − e^(−(γ_i+γ_j)t)]/(γ_i+γ_j).

The canonical momenta have C_ij(0) = M_i kT δ_ij. To first order in t,

C_ij(t) − C_ij(0) = t [S_ij − (γ_i+γ_j) M_i kT δ_ij].

This vanishes when S_ij = 2γ_i M_i kT δ_ij, as before. Conversely, with this S the covariance stays fixed for any t. A linear map of Gaussian momenta plus independent Gaussian noise is again Gaussian, so the whole momentum distribution is preserved, not just its variance. Alternating the two maps preserves ρ_eq. The splitting error is of order t² per step; over a fixed total time the number of steps grows as 1/t, so the accumulated error vanishes as t → 0.

**What each derivation assumes**

Both need drag linear in momentum, noise without memory, classical ions and a positive total rate. Both also take the drag on each component to depend on that component's momentum alone, and S_ij = 0 rests on this. If the force error on one ion depends on the velocity of another, so that the drag is −Γv with a symmetric friction matrix Γ, the noise must be S = 2kTΓ, cross terms included, and uncorrelated noise no longer samples the canonical distribution at T. The first needs a density smooth enough to differentiate; in return it yields the entropy law and the uniqueness of the stationary state. The second needs convergence of the split motion and uses the Gaussian character of the noise directly. It shows that the canonical state survives, but not that other initial states approach it. Both allow position-dependent friction, because R does not jump when the noise kicks P.

A double well tests these statements in reduced units: U = x⁴/4 − x²/2, M = 2, kT = 0.5. Direct integration over the Boltzmann weight gives ⟨x²⟩ = 0.8935. Stochastic trajectories with γ_D = 0.3 + 0.5/(1+x²), γ_L = 0.4 and the matching noise give 0.892. With γ_D = −0.2 and γ_L = 0.6 they give 0.894; only the positive sum, 0.4, enters the equation of motion.

**Energy balance and wrong noise**

Setting f = H in the equation for d⟨f⟩/dt cancels the conservative terms and leaves

d⟨H⟩/dt = Σ_i [−2γ_i K_i + S_ii/(2M_i)], K_i = ⟨P_i²⟩/(2M_i),

for rates and strengths that do not depend on R. With the correct noise each term is γ_i(kT − 2K_i), which vanishes at equipartition. The noise returns, on average, the energy that the drag removes.

Suppose now that γ_D is the same constant for all ions, but the noise is built with a guess g. Then

S = 2(γ_L + g)MkT = 2(γ_L + γ_D)MkT_eff,
T_eff = T(γ_L + g)/(γ_L + γ_D).

For γ_L + g > 0 the sampling is still canonical, but at T_eff. The kinetic temperature T_kin therefore calibrates the unknown rate:

γ_D = (γ_L + g)T/T_kin − γ_L.

In the double well with γ_D = 0.4, γ_L = 0.6 and g = 0, the formula predicts kT_eff = 0.300. The trajectories give 0.3006, from which the recovered rate is 0.398.

**A germanium ion in the melt**

Consider the starting melt of a melt-quench simulation at 1250 K, where kT = 0.10772 eV. A germanium ion has M = 72.63 u = 0.7528 eV ps²/nm². We choose γ_D = 0.20 ps⁻¹, γ_L = 0.30 ps⁻¹ and a time step Δt = 2 fs. For each Cartesian component,

S = 2 × 0.50 × 0.7528 × 0.10772 = 0.0811 eV² ps/nm²,

or 2.08 × 10⁻³³ N² s. The share due to γ_D is 0.0324 eV² ps/nm². A random force held constant during one step has the root-mean-square value

√(S/Δt) = √(0.08108/0.002) = 6.37 eV/nm.

The friction error itself is much smaller:

γ_D √(MkT) = 0.20 × √(0.7528 × 0.10772) = 0.057 eV/nm.

For a mode at a rough typical frequency of 5 THz, ω = 31.42 rad/ps and the harmonic force is ω√(MkT) = 8.95 eV/nm. The error is thus 0.6% of that force. It matters because it opposes the velocity at every step, so its work keeps one sign and accumulates. Successive random forces are independent, so most of their work cancels; with the correct noise strength, the mean that remains balances the total drag.

With neither noise nor thermostat, the initial loss per ion is 2γ_D × (3/2)kT = 3 × 0.20 × 0.10772 = 0.065 eV/ps. In a weakly damped harmonic solid the energy per ion is 3kT and stays equally shared between kinetic and potential parts, apart from small corrections. Then 3k dT/dt = −3γ_D kT, and

T(t) = T(0) e^(−γ_D t).

The initial cooling rate is 250 K/ps, and after 1 ps the temperature is 1023 K. A melt is not harmonic, so these two numbers give the scale. With the thermostat noise alone, g = 0 and T_eff = 1250 × 0.30/0.50 = 750 K. If γ_D is guessed 10% low, T_eff = 1250 × 0.48/0.50 = 1200 K.

Phase-change compounds contain several species, whose force errors may differ. As a model, take ions of mass M and 2M, each tied to its site by a spring Mω² and to the other by 0.3Mω². Let their total frictions be 0.35 and 0.65 ps⁻¹, and build both noises with 0.50 ps⁻¹. The temperatures become 1615 and 1053 K. Without coupling they would be 1250 × 0.50/0.35 = 1786 K and 1250 × 0.50/0.65 = 962 K; the coupling draws them together. How far depends on how fast the ions exchange energy. Here the unequal masses put the two oscillators off resonance, so the exchange is slow; with equal masses the same frictions give 1252 and 1249 K. In a melt, where collisions exchange energy much faster than the added friction acts, the gap between species should be much smaller than in this model. The energy balance requires 0.35T₁ + 0.65T₂ = 2 × 0.50 × 1250 K, which the two values satisfy. Noise matched to each species restores 1250 K for both.

**When the friction has memory**

An electronic response takes time. Replace the instantaneous error in a harmonic mode by the acceleration

a(t) = −(γ_D/τ) ∫₋∞ᵗ e^(−(t−s)/τ) v(s) ds,

so that da/dt = −a/τ − γ_D v/τ, while the compensating noise remains white. Let γ = γ_L + γ_D. In the stationary state ⟨xv⟩ = 0, and the other second moments obey

from ⟨xa⟩: ⟨xa⟩ = τ⟨va⟩
from ⟨a²⟩: ⟨a²⟩ = −γ_D⟨va⟩
from ⟨va⟩: −ω²⟨xa⟩ − γ_L⟨va⟩ + ⟨a²⟩ − ⟨va⟩/τ − γ_D⟨v²⟩/τ = 0.

Substitute the first two into the third and multiply by τ:

⟨va⟩ = −γ_D⟨v²⟩/q, q = 1 + ω²τ² + γτ.

Stationarity of ⟨v²⟩ requires −2γ_L⟨v²⟩ + 2⟨va⟩ + 2γkT/M = 0. That of ⟨xv⟩ requires ω²⟨x²⟩ = ⟨v²⟩ + ⟨xa⟩. Hence

T_kin = Tγ/(γ_L + γ_D/q), T_conf = T_kin(1 − γ_Dτ/q),

where T_conf = Mω²⟨x²⟩/k. As τ → 0, q → 1 and both return to T. For a chosen τ = 5 fs, q = 1 + 0.0247 + 0.0025 = 1.027. The kinetic and configurational temperatures are 1263 and 1262 K, about 1% too high. At temperature T the delayed drag would remove less energy than the white noise supplies, so the mode warms until the two balance. Since q depends on ω, different modes acquire different temperatures, and one white-noise strength cannot correct them all.

**Other limits and the real material**

The time step also affects calibration. Take a half drift, a kick with midpoint friction, and another half drift. Let y be the position at the kick and v, v′ the velocities before and after it. Define u = v − ω²Δt y/2 and u′ = v′ + ω²Δt y/2. The kick becomes

(1 + γΔt/2)u′ = (1 − γΔt/2)u + ΔW/M.

Equating the variances of u and u′ gives 2γΔt⟨u²⟩ = SΔt/M², so ⟨u²⟩ = kT/M. Between kicks, y₂ = (1 − b/2)y + Δt u′ with b = (ωΔt)². Taking y and u′ uncorrelated, a stationary variance requires

⟨y²⟩ = kT/[Mω²(1 − b/4)].

The next u is (1 − b/2)u′ − ω²Δt(1 − b/4)y; for this ⟨y²⟩ its variance is again kT/M and its covariance with y₂ vanishes, so the equal variances and the absence of correlation assumed above are consistent. From v′ = u′ − ω²Δt y/2,

⟨v′²⟩ = (kT/M)/(1 − b/4).

Here the kinetic temperature reads 1251 K. After the final half drift, x = (1 − b/4)y + Δt u′/2, whose variance is kT/(Mω²), the correct value.

Other neglected effects can be sized for the same ion. At 5 THz, quantum motion raises the mode energy by 0.3% relative to kT, and the thermal wavelength is 0.006 nm. The noise restores canonical averages, not the original dynamics. With a rough diffusion coefficient of 10⁻⁴ cm²/s, the intrinsic friction is ξ = kT/(MD) ≈ 14 ps⁻¹. If the added drag leaves ξ unchanged, diffusion falls by the fraction γ/(ξ+γ), or 3%. Molten germanium is metallic; a free-electron estimate with four electrons per ion and a rough density of 5.5 g/cm³ gives an electronic thermal energy of 0.01 eV per ion, 3% of 3kT. A ground-state potential leaves this out.

The temperature and mass suit molten germanium, which freezes at roughly 1200 K, but γ_D and τ are chosen values, not properties of the element. They depend on the electronic propagation and must be found for each simulation. In a phase-change memory cell the material may also contain antimony and tellurium, and a current pulse can heat it unevenly. The assumption of one temperature fails in that case. At fixed friction S is proportional to T, so a system held uniformly 100 K above 1250 K needs a strength 8% larger, but a strength that varies from region to region does not set local temperatures, because coupled ions exchange energy. Two ions of equal mass in the spring model above, each with friction 0.50 ps⁻¹ and with noises built for 1250 and 1350 K, both settle near 1300 K. A force error that is itself the gradient of a potential is a further limit. It changes the sampled U, and no choice of noise strength restores the full canonical distribution at T. If the error happens to be proportional to the true force, a rescaled noise can restore the distribution of positions, but the momenta then have the wrong temperature. The numerical output below lists the inputs and the main results.

Table of computed values

```
DOUBLE WELL, reduced units
target kT = 0.500, target <x^2> = 0.8935
position-dependent drag: kT = 0.5012, <x^2> = 0.8919
negative error drag: kT = 0.4996, <x^2> = 0.8939
noise omitted: kT = 0.3006, theory 0.3000
recovered gamma_D = 0.398, input 0.400
GERMANIUM ION, inputs
temperature = 1250 K, kT = 0.10772 eV
mass = 72.63 u = 0.7528 eV ps^2/nm^2
rough frequency = 5.0 THz, omega = 31.42 rad/ps
gamma_D = 0.20 1/ps, gamma_L = 0.30 1/ps
time step = 2.0 fs
NOISE AND FORCES, per Cartesian component
noise strength S = 0.08108 eV^2 ps/nm^2
noise strength S = 2.081e-33 N^2 s
part due to gamma_D = 0.03243 eV^2 ps/nm^2
rms random force in one step = 6.367 eV/nm
rms friction error force = 0.0570 eV/nm
rms harmonic force = 8.946 eV/nm
WITHOUT CORRECT COMPENSATION
initial energy loss per ion = 0.0646 eV/ps
initial harmonic cooling rate = 250.0 K/ps
temperature after 1 ps, no noise or thermostat = 1023.4 K
temperature with thermostat noise only = 750.0 K
temperature if gamma_D is guessed 10% low = 1200.0 K
TWO COUPLED IONS, masses M and 2M
total frictions = 0.35, 0.65 1/ps
common noise friction = 0.50 1/ps
resulting temperatures = 1615.2, 1053.4 K
NEGLECTED EFFECTS
friction memory time = 5.0 fs
memory: kinetic temperature = 1263.4 K
memory: configurational temperature = 1262.1 K
time step: kinetic temperature = 1251.23 K
vibrational quantum = 20.68 meV
quantum excess of mode energy = 0.307 %
thermal wavelength of ion = 0.00579 nm
rough diffusion coefficient = 1.0e-04 cm^2/s
intrinsic friction = 14.31 1/ps
slowed diffusion coefficient = 9.662e-05 cm^2/s
diffusion reduction = 3.38 %
rough melt density = 5.5 g/cm^3
free-electron Fermi energy = 11.73 eV
electronic thermal energy = 0.00976 eV per ion
its ratio to 3kT = 3.02 %
```
